# Out-of-plane strain of a coherent cubic layer on (001) and (111), part 2

A cubic layer (relaxed lattice constant $a_L$) lies on a cubic substrate ($a_S$) of the same lattice type and orientation; $e=(a_S-a_L)/a_L$. We seek the strain $\varepsilon_\perp=-D\,e$ along the unit normal $\mathbf n$, to first order in $e$.

Assumptions: A1, small strain; A2, coherence without dislocations, on a thick substrate; A3, a flat, laterally unbounded layer with a free top; A4, $C_{11}-C_{12}$, $C_{11}+2C_{12}$, $C_{44}>0$; A5, relaxed-ion constants and no macroscopic field.

Indices refer to the cube axes; repeated indices are summed, except $i$ in the last terms of (4) and (8). $G$ is the displacement gradient, $\varepsilon$ its symmetric part (extension positive), $\sigma$ the stress (GPa), $u$ the energy density. Lengths are in Å. With $H=C_{11}-C_{12}-2C_{44}$, and $\delta_{ijkl}=1$ if all indices are equal, otherwise $0$:

$$C_{ijkl}=C_{12}\,\delta_{ij}\delta_{kl}+C_{44}\,(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})+H\,\delta_{ijkl},\tag{3}$$

$$\sigma_{ij}=C_{12}\,(\operatorname{tr}\varepsilon)\,\delta_{ij}+2C_{44}\,\varepsilon_{ij}+H\,\varepsilon_{ii}\,\delta_{ij},\tag{4}$$

$$u=\frac{C_{11}+2C_{12}}{6}(\operatorname{tr}\varepsilon)^2+\frac{C_{11}-C_{12}}{2}\sum_i\tau_i^2+2C_{44}\,(\varepsilon_{xy}^2+\varepsilon_{yz}^2+\varepsilon_{zx}^2),\tag{6}$$

where $\tau_i=\varepsilon_{ii}-\tfrac13\operatorname{tr}\varepsilon$.

Lemma 3: coherence leaves only $\mathbf w$ free; its tangential part $\mathbf w_t$ tilts the layer by $|\mathbf w_t|$:

$$\varepsilon_{ij}=e\,\delta_{ij}+\tfrac12(w_in_j+w_jn_i),\qquad \varepsilon_\perp\equiv n_i\varepsilon_{ij}n_j=e+\mathbf w\cdot\mathbf n.\tag{7}$$

Lemma 4: the strain is uniform, the traction $\sigma_{ij}n_j$ vanishes, $K$ is positive definite, and

$$K\mathbf w=-e\,(C_{11}+2C_{12})\,\mathbf n,\qquad K_{ik}=C_{ijkl}n_jn_l=(C_{12}+C_{44})\,n_in_k+(C_{44}+Hn_i^2)\,\delta_{ik}.\tag{8}$$

Lemma 5: in diamond and zinc blende, the sublattice shift $\mathbf v$, measured from uniformly deformed positions, couples only to off-diagonal strain ($\varepsilon_{xy}$ to $v_z$, and cyclically), because symmetry leaves a three-index tensor one constant, for indices all different. Relaxing $\mathbf v$ keeps $C_{11},C_{12}$ and lowers $C_{44}$ from its clamped-ion value $C_{44}^{(0)}$, unless the coupling vanishes.

Lemma 6: for $e\neq0$ there is no tilt exactly when $\mathbf n$ is an eigenvector of $K$: $H=0$, or $\mathbf n$ along $\langle100\rangle$, $\langle110\rangle$ or $\langle111\rangle$. Then

$$D=\frac{C_{11}+2C_{12}}{M}-1,\qquad M=\mathbf n\cdot K\mathbf n=C_{12}+2C_{44}+H\,(n_x^4+n_y^4+n_z^4).\tag{10}$$

The theorem follows:

$$D_{001}=\frac{2C_{12}}{C_{11}},\qquad D_{111}=\frac{2\,(C_{11}+2C_{12}-2C_{44})}{C_{11}+2C_{12}+4C_{44}} .\tag{1}$$

On both planes $\sigma=Ye\,(\mathbb 1-\mathbf n\mathbf n^{T})$ and $u=Ye^2$, with

$$Y_{001}=\frac{(C_{11}+2C_{12})(C_{11}-C_{12})}{C_{11}},\qquad Y_{111}=\frac{6C_{44}(C_{11}+2C_{12})}{C_{11}+2C_{12}+4C_{44}} .\tag{11}$$

## Remarks

**Remark 1 (why these constants appear).** In cube axes the (001) strain is $\operatorname{diag}(e,e,\varepsilon_\perp)$, a volume change plus a tetragonal distortion, and by (6) only $C_{11}+2C_{12}$ and $C_{11}-C_{12}$ can enter. On (111) every product $n_in_j$ equals $\tfrac13$, and with $w=\varepsilon_\perp-e$,

$$\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon_{zz}=e+\frac w3=\frac{2e+\varepsilon_\perp}{3},\qquad \varepsilon_{xy}=\varepsilon_{yz}=\varepsilon_{zx}=\frac{\varepsilon_\perp-e}{3}.\tag{12}$$

This is a volume change plus a rhombohedral distortion, and only $C_{11}+2C_{12}$ and $C_{44}$ can enter. The strain has no shear in the axes of the layer, yet it has off-diagonal components in the axes of the cube. In the diamond and zinc-blende structures, by Lemma 5, these drive the sublattice shift on (111), while on (001) no shift occurs at this order and $D_{001}$ is the same with clamped or relaxed ions.

**Remark 2 (range, sign and order).** Since $M>0$, (10) gives $D>-1$. Since $Y>0$ by (11) and A4, $D<2$ on both planes, so the volume strain $(2-D)e$ has the sign of $e$: the normal response never fully compensates the in-plane strain. For $D>0$ a layer compressed in the plane expands along the normal. Stability does not force this sign: $D_{001}<0$ when $C_{12}<0$, and $D_{111}<0$ when $2C_{44}>C_{11}+2C_{12}$. From (10), $M_{001}-M_{111}=H(1-\tfrac13)=\tfrac23H$, and $D$ decreases as $M$ increases, so $D_{001}>D_{111}$ exactly when $H<0$.

**Remark 3 (isotropic limit).** For $H=0$ put $C_{12}=\lambda_L$, $C_{44}=\mu$, $C_{11}=\lambda_L+2\mu$. Every $\mathbf n$ is an eigenvector with $M=\lambda_L+2\mu$, and $D=(3\lambda_L+2\mu)/(\lambda_L+2\mu)-1=2\lambda_L/(\lambda_L+2\mu)$. Poisson's ratio $\nu$ is defined by uniaxial stress along $x$, with $\varepsilon_{yy}=\varepsilon_{zz}=-\nu\varepsilon_{xx}$; the condition $\sigma_{yy}=0$ in (4) reads $\lambda_L(1-2\nu)-2\mu\nu=0$, so $\nu=\lambda_L/[2(\lambda_L+\mu)]$ and $1-\nu=(\lambda_L+2\mu)/[2(\lambda_L+\mu)]$. Hence $D=2\nu/(1-\nu)$ for every orientation.

**Remark 4 (other orientations).** For general $\mathbf n$, (7) and (8) give $D=(C_{11}+2C_{12})\,\mathbf n\cdot K^{-1}\mathbf n-1$, and the layer tilts unless Lemma 6 applies. The Cauchy–Schwarz inequality applied to $K^{1/2}\mathbf n$ and $K^{-1/2}\mathbf n$ gives $1\le(\mathbf n\cdot K\mathbf n)(\mathbf n\cdot K^{-1}\mathbf n)$, with equality only when the two vectors are parallel, that is for an eigenvector. Formula (10), used on a plane that tilts, is therefore a strict lower bound on $D$.

**Remark 5 (piezoelectric layers).** In a zinc-blende crystal, shear strain in the cube axes produces polarization. With field $\boldsymbol{\mathcal E}$, electric displacement $\boldsymbol{\mathcal D}$ and permittivity $\kappa=\epsilon_r\epsilon_0$ at fixed strain, the linear constitutive relations are $\sigma_{ij}=C_{ijkl}\varepsilon_{kl}-p_{kij}\mathcal E_k$ and $\mathcal D_k=p_{kij}\varepsilon_{ij}+\kappa\mathcal E_k$. By the three-index argument of Lemma 5, $p_{kij}$ equals one constant $e_{14}$ when $k,i,j$ are all different and vanishes otherwise. The theorem is the case $\boldsymbol{\mathcal E}=0$, reached when free charge screens the field. In the opposite case of an open circuit with no free charge and no field outside the layer, continuity of the tangential field gives $\boldsymbol{\mathcal E}=\mathcal E\mathbf n$, and continuity of the normal displacement gives $\boldsymbol{\mathcal D}\cdot\mathbf n=0$. Define $g_i=p_{kij}n_kn_j$, so $g_x=2e_{14}n_yn_z$ and cyclically. The hydrostatic part of (7) drops out because $p_{kii}=0$, leaving $\mathbf g\cdot\mathbf w+\kappa\mathcal E=0$. The traction acquires the term $-\mathbf g\mathcal E=\mathbf g\,(\mathbf g\cdot\mathbf w)/\kappa$, so $K$ in (8) is replaced by $K+\mathbf g\mathbf g^T/\kappa$. On (001), $\mathbf g=0$ and nothing changes. On (111), $g_i=\tfrac23e_{14}$, that is $\mathbf g=(2e_{14}/\sqrt3)\,\mathbf n$, so $\mathbf n$ remains an eigenvector and

$$M_{111}\to M_{111}+\frac{4e_{14}^2}{3\kappa}\tag{13}$$

in (10), which lowers $D_{111}$.

**Remark 6 (finite mismatch, relaxation).** Cubic terms in the energy add to the equilibrium condition terms of order $e^2$, so $-\varepsilon_\perp/e=D+O(e)$. Defining the mismatch with $a_S$ in the denominator gives $e/(1+e)$, which differs from $e$ at the same neglected order. The stored energy per area, $Ye^2h$, grows with the thickness $h$; once the layer relieves it by dislocations, A2 fails and (1) no longer links $\varepsilon_\perp$ to the full mismatch. Near edges or on islands the side walls are also free, and Lemma 3 fails.

## Worked example: a valence-force crystal

The example is a diamond-structure crystal with the Keating valence-force energy and round model parameters: bond-stretching constant $\alpha=40$ N/m, bond-bending constant $\beta=10$ N/m, $a_L=a=5.00$ Å and $a_S=4.95$ Å. It represents no particular material. It supplies an energy defined on atoms, so the strain of a uniform layer can be found without using elastic constants.

### Elastic constants of the model

The four bonds of an atom are $\mathbf b_j=(a/4)\mathbf s_j$ with $\mathbf s_1=(1,1,1)$, $\mathbf s_2=(1,-1,-1)$, $\mathbf s_3=(-1,1,-1)$, $\mathbf s_4=(-1,-1,1)$, so $d^2=|\mathbf b_j|^2=3a^2/16$ and $\mathbf b_j\cdot\mathbf b_k=-d^2/3$ for $j\ne k$. After deformation the bonds are $\mathbf r_j=(\mathbb 1+G)\mathbf b_j+\mathbf v$. With $\Delta_{jk}=\mathbf r_j\cdot\mathbf r_k-\mathbf b_j\cdot\mathbf b_k$, the energy of the primitive cell (two atoms, four bonds, volume $a^3/4$) is

$$E=\frac{3\alpha}{8d^2}\sum_j\Delta_{jj}^2+2\cdot\frac{3\beta}{8d^2}\sum_{j<k}\Delta_{jk}^2 .\tag{14}$$

The factor 2 counts the second atom, whose bonds $-\mathbf r_j$ have the same scalar products. To first order $\Delta_{jk}=2\,\mathbf b_j\cdot\varepsilon\mathbf b_k+(\mathbf b_j+\mathbf b_k)\cdot\mathbf v=(a^2/8)\,q_{jk}$, where $q_{jk}=\mathbf s_j\cdot\varepsilon\mathbf s_k+(\mathbf s_j+\mathbf s_k)\cdot\boldsymbol\xi$ and $\boldsymbol\xi=2\mathbf v/a$. With $3/(8d^2)=2/a^2$, the prefactor is $(2/a^2)(a^4/64)(4/a^3)=1/(8a)$:

$$u=\frac1{8a}\Big[\alpha\sum_jq_{jj}^2+2\beta\sum_{j<k}q_{jk}^2\Big].$$

For diagonal strain $\boldsymbol\xi=0$ by Lemma 5. All four $q_{jj}$ equal $\operatorname{tr}\varepsilon$. The pairs (12) and (34) give $\varepsilon_{xx}-\varepsilon_{yy}-\varepsilon_{zz}$, the pairs (13) and (24) give $\varepsilon_{yy}-\varepsilon_{xx}-\varepsilon_{zz}$, and (14) and (23) give $\varepsilon_{zz}-\varepsilon_{xx}-\varepsilon_{yy}$. So $u$ is $1/(2a)$ times the sum of $\alpha(\operatorname{tr}\varepsilon)^2$ and $\beta$ times the three squares. The coefficient of $\varepsilon_{xx}^2$ is $(\alpha+3\beta)/2a=C_{11}/2$. The coefficient of $\varepsilon_{xx}\varepsilon_{yy}$ is $[2\alpha+\beta(-2-2+2)]/2a=C_{12}$.

For shear take $\varepsilon_{xy}=\varepsilon_{yx}=\gamma/2$, for which $u=\tfrac12C_{44}\gamma^2$, and $\boldsymbol\xi=(0,0,\xi)$ by Lemma 5. Each $\mathbf s_j$ obeys $s_{jx}s_{jy}=s_{jz}$, so $q_{jj}=s_{jz}(\gamma+2\xi)$. Direct evaluation gives $q_{14}=-\gamma+2\xi$, $q_{23}=\gamma-2\xi$, and zero for the other four pairs. Thus $u=[\alpha(\gamma+2\xi)^2+\beta(\gamma-2\xi)^2]/2a$. At $\xi=0$ this gives $C_{44}^{(0)}=(\alpha+\beta)/a$. The minimum over $\xi$ satisfies $\alpha(\gamma+2\xi)=\beta(\gamma-2\xi)$, so $2\xi=-\gamma(\alpha-\beta)/(\alpha+\beta)$, $\gamma+2\xi=2\beta\gamma/(\alpha+\beta)$ and $\gamma-2\xi=2\alpha\gamma/(\alpha+\beta)$. The bracket becomes $4\alpha\beta(\beta+\alpha)\gamma^2/(\alpha+\beta)^2$. With 1 N/m per Å equal to 10 GPa,

- $C_{11}=(\alpha+3\beta)/a=(40+30)/5.00\times10=140$ GPa,
- $C_{12}=(\alpha-\beta)/a=(40-10)/5.00\times10=60$ GPa,
- $C_{44}=4\alpha\beta/[a(\alpha+\beta)]=1600/(5.00\times50)\times10=64$ GPa,
- $C_{44}^{(0)}=(\alpha+\beta)/a=50/5.00\times10=100$ GPa.

Finite differences of (14) return these four values. Then $C_{11}+2C_{12}=260$ GPa and $H=140-60-128=-48$ GPa. The mismatch is $e=(4.95-5.00)/5.00=-0.0100$, a compression.

### The (001) layer

Here $M=140$ GPa and $D_{001}=2\times60/140=0.85714$, so $\varepsilon_\perp=+0.008571$. The cube edge along the normal grows from 5.000 Å to $5.000\times1.008571=5.0429$ Å. The volume strain is $(2-0.85714)(-0.0100)=-0.01143$. From (11), $Y=260\times80/140=148.6$ GPa, the in-plane stress is $-1.486$ GPa, and $Ye^2a^3/4$ is 2.90 meV per primitive cell.

### The (111) layer

Here $M=(260+256)/3=172$ GPa and $D_{111}=2(260-128)/(260+256)=0.51163$, smaller than $D_{001}$ as Remark 2 requires for $H<0$. So $\varepsilon_\perp=+0.005116$. The lattice vectors $(a/2)(l,m,n)$ with $l+m+n$ even project on $\mathbf n$ as $a(l+m+n)/(2\sqrt3)$, so the spacing of successive (111) lattice planes is $a/\sqrt3=2.8868$ Å (one third of the lattice period $\sqrt3\,a$ along $[111]$), and it grows to 2.9015 Å. The volume strain is $(2-0.51163)(-0.0100)=-0.01488$. From (12), $\varepsilon_{xx}=(-0.0200+0.005116)/3=-0.004961$ and $\varepsilon_{xy}=(0.005116+0.0100)/3=0.005039$. From (11), $Y=6\times64\times260/516=193.5$ GPa, the stress is $-1.935$ GPa, and the energy is 3.77 meV per primitive cell.

### Direct relaxation of the atoms

By Lemma 4 the layer is uniformly strained, so one primitive cell suffices. Minimizing its energy (14) numerically over $\mathbf w$ and $\mathbf v$ at small mismatch of both signs, and extracting the part odd in $e$, gives $D=0.85714$ on (001) and $0.51163$ on (111), in agreement with (1). With the shift frozen at $\mathbf v=0$, (001) stays at 0.85714 while (111) falls to 0.18182, which is (1) evaluated with the clamped constant: $2(260-200)/(260+400)=0.18182$. The size of the shift follows from the shear calculation, each off-diagonal strain driving one component: $|v_z|=a|\xi|/2=\tfrac a2\,\varepsilon_{xy}\,(\alpha-\beta)/(\alpha+\beta)$, using $\gamma=2\varepsilon_{xy}$. The length of $\mathbf v$ is then $\sqrt3\times(5.00/2)\times0.005039\times(30/50)=0.0131$ Å, which matches the 0.0131 Å found by relaxation at the full mismatch.

On (113) the relaxed atoms give $D=0.714$ and a tilt of $0.433\,|e|$ radians, while (10) would give 0.677, lower as Remark 4 requires.

### The full 1% mismatch

At $e=-0.0100$ the relaxed atoms give $\varepsilon_\perp=0.008493$ on (001) and $0.005095$ on (111), or ratios $-\varepsilon_\perp/e$ of 0.8493 and 0.5095. These lie below $D$ by about 0.9% and 0.4% of $D$. Within this model the origin can be derived. With $F=\mathbb 1+G$ and the Lagrangian strain $\eta=\tfrac12(F^TF-\mathbb 1)$, exactly

$$\Delta_{jk}=2\,\mathbf b_j\cdot\eta\,\mathbf b_k+(\mathbf b_j+\mathbf b_k)\cdot F^T\mathbf v+|\mathbf v|^2 .$$

Apart from the last term this is the linear expression with $\eta$ in place of $\varepsilon$ and $F^T\mathbf v$ in place of $\mathbf v$. On (001) the shift vanishes, so the theorem holds exactly for $\eta$: $\varepsilon_\perp+\tfrac12\varepsilon_\perp^2=-D(e+\tfrac12e^2)$. Putting $\varepsilon_\perp=-De$ in the quadratic term gives $-\varepsilon_\perp/e=D+\tfrac12D(1+D)\,e+O(e^2)$, here $0.85714-\tfrac12\times0.85714\times1.85714\times0.0100=0.849$. On (111) the same geometric term is present, and $|\mathbf v|^2$ is the only other source of deviation. The two act in opposite directions: the geometric term alone would give $0.51163-\tfrac12\times0.51163\times1.51163\times0.0100=0.5078$, and $|\mathbf v|^2$ raises this by about 0.0017 to the 0.5095 found above. A real crystal has further anharmonic terms, so the sign and size of these deviations belong to this model.

### The open-circuit correction

The diamond-structure model is not piezoelectric. To size Remark 5, attach the round values $e_{14}=0.20$ C/m² and $\epsilon_r=10$ to the same elastic constants. Equation (13) adds 0.602 GPa to $M_{111}$, giving $D=260/(172+0.602)-1=0.5064$, about 1% of $D_{111}$ below the screened value, with a field of magnitude 0.039 GV/m in the layer. This field drops 1 V over about 25 nm, so in a semiconductor the open-circuit limit can hold only for a layer thin enough that the drop stays below the band gap; in a thicker layer charge moves across it and $D$ returns toward the screened value. The estimate keeps only the piezoelectric term linear in strain, and in a real crystal at 1% strain the next order need not be negligible.

The numerical check produces these numbers. Its tests include the form (3) by averaging a random tensor over the twelve rotations, (1) and (11) by symbolic minimization in axes attached to the layer, (8) and the statements on order, on the sign of $D_{111}$ and on the isotropic limit for random stable constants, the atomistic limits on (001) and (111) for two parameter sets, the linear growth of the finite-mismatch deviation with $e$, and (13) by solving the coupled traction and displacement conditions.

## Calculated quantities

```
alpha = 40.0 N/m
beta = 10.0 N/m
a_L = 5.000 angstrom
a_S = 4.950 angstrom
in-plane strain e = -0.01000
C11 = 140.000 GPa
C12 = 60.000 GPa
C44 relaxed = 64.000 GPa
C44 clamped = 100.000 GPa
C11+2C12 = 260.000 GPa
H = -48.000 GPa
(001) M = 140.000 GPa
(001) D formula = 0.85714
(001) D atomistic e->0 = 0.85714
(001) D atomistic, shift frozen = 0.85714
(001) e_perp linear = 0.008571
(001) normal period relaxed = 5.00000 angstrom
(001) normal period strained = 5.04286 angstrom
(001) volume strain = -0.011429
(001) Y = 148.571 GPa
(001) in-plane stress = -1.4857 GPa
(001) energy per primitive cell = 2.898 meV
(001) atomistic e_perp at full e = 0.008493
(001) atomistic ratio at full e = 0.84925
(001) |sublattice shift| at full e = 0.00000 angstrom
(111) M = 172.000 GPa
(111) D formula = 0.51163
(111) D atomistic e->0 = 0.51163
(111) D atomistic, shift frozen = 0.18182
(111) e_perp linear = 0.005116
(111) normal period relaxed = 2.88675 angstrom
(111) normal period strained = 2.90152 angstrom
(111) volume strain = -0.014884
(111) Y = 193.488 GPa
(111) in-plane stress = -1.9349 GPa
(111) energy per primitive cell = 3.774 meV
(111) atomistic e_perp at full e = 0.005095
(111) atomistic ratio at full e = 0.50950
(111) |sublattice shift| at full e = 0.01309 angstrom
(111) cube-axes e_xx = -0.004961
(111) cube-axes e_xy = 0.005039
(111) D formula with clamped C44 = 0.18182
(113) D atomistic = 0.71422
(113) D if no tilt = 0.67661
(113) tilt angle / |e| = 0.43312 rad
e14 = 0.20 C/m^2
eps_r = 10.0
(111) piezo stiffening of M = 0.6024 GPa
(111) D open circuit = 0.50635
(111) |field| = 0.03929 GV/m
```
